The arctangent law of nucleation-limited switching and its error, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From single events to the arctangent law

### 1.1 The situation

A ferroelectric memory capacitor is poled in one direction and then receives a voltage pulse of the opposite sign. The charge that flows, once its dielectric and leakage parts have been subtracted, shows how much of the film has reversed. When the pulse length is varied, the reversed fraction of a polycrystalline film, such as one based on hafnia, can grow gradually over many decades of time. A single thermally activated event does not behave in this way: its probability goes from 10 % to 90 % within little more than one decade. The question is how many such events, each with its own waiting time, combine into a broad response, and how accurately a simple formula describes the result.

The answer treated here is the arctangent law. It follows from a Lorentzian spread of logarithmic waiting times if each event is replaced by a sharp step in time. That replacement is an approximation. Its error is derived below, because anyone who fits the law to data needs to know what the fitted parameters mean.

### 1.2 Model and conventions

The film is divided into regions of equal area. Each region reverses as a whole once a nucleus has formed in it. The growth of the nucleus across the region is taken to be fast compared with the wait for the nucleus, and the reversed domain does not pass into the neighbouring regions. This is the nucleation-limited regime.

The field is switched on at t = 0 and stays constant. Back-switching is excluded. Each region has a mean waiting time τ that is fixed by its local structure and does not change during the experiment. The values of τ differ from region to region and are described by a probability density. This frozen spread is distinct from the randomness of the event itself, and the distinction will matter for the fluctuations.

All logarithms written ln are natural. Let τ1 be a reference time, and define

y = ln(τ/τ1),  x = ln(t/τ1).

The density of y is assumed to be the normalised Lorentzian

L(y) = w / [π(y² + w²)].

It is symmetric about y = 0, so half of the regions have τ < τ1, and τ1 is the median of τ. The parameter w is the half-width at half-maximum, since L(±w) = L(0)/2.

Data are often plotted against log10 t. With ℓ = log10(τ/τ1) we have y = ℓ ln 10 and dy = ln 10 dℓ. Writing w = w10 ln 10 gives

L(y) dy = w10 (ln 10)² dℓ / [π (ln 10)² (ℓ² + w10²)]
= w10 dℓ / [π(ℓ² + w10²)].

The density therefore keeps its form, with w10 as the half-width in decades. Ratios such as x/w are the same in either base. Additive constants are not, and the shift found in section 1.7 must be divided by ln 10 before it is used on a decadic axis.

Before the pulse every region has polarization −Ps, and after reversal it has +Ps. If p is the reversed fraction, the change of polarization is

ΔP = 2Ps p.

### 1.3 One event on a logarithmic time axis

In a region with waiting time τ, nucleation occurs at the constant rate 1/τ. Let S(t) be the probability that the region has not yet switched. In a short interval dt the loss of survival probability is S dt/τ, so

dS/dt = −S/τ,  S(0) = 1,  S(t) = exp(−t/τ).

The switching probability is 1 − exp(−t/τ). Since t/τ = exp(x − y), it depends on the difference u = x − y alone:

K(u) = 1 − exp(−e^u).

On a logarithmic time axis, a change of τ thus moves the curve without changing its shape. For u well below zero, e^u is small and K ≈ e^u. For u well above zero, K differs from one by exp(−e^u), which vanishes very fast. At u = 0, that is at t = τ, K = 1 − 1/e ≈ 0.632. The curve is a smoothed step with a width of order one in ln t, and it is not symmetric.

### 1.4 The average over the film

A region chosen at random has a value y drawn from L(y), and given this value it has switched with probability K(x − y). The mean switched fraction is therefore

p(x) = ∫ L(y) K(x − y) dy,

with the integral over all real y. This is the full average, against which approximations are to be judged.

The mean does not require the regions to be independent. The average of a sum is the sum of the averages, whatever the correlations, provided that each region by itself follows the stated law. Independence is needed when the scatter of the switched fraction is calculated, in Part 2.

### 1.5 The sharp-step approximation

If L(y) is much broader than the step K, the regions can be sorted into two groups. Those with τ well below t have almost certainly switched, and those with τ well above t almost certainly have not. The regions with τ near t are in an intermediate state, but they are a small part of the film, of order 1/w. Replacing K(u) by zero for u < 0 and by one for u > 0 leaves the regions with y < x:

p(x) ≈ C(x),  C(x) = ∫ from −∞ to x of L(y) dy.

With the substitution y = w s, dy = w ds, the integrand becomes ds/[π(1 + s²)], whose antiderivative is arctan(s)/π. At the lower limit arctan s tends to −π/2. Hence

C(x) = 1/2 + (1/π) arctan(x/w),

or, in terms of time,

p(t) ≈ 1/2 + (1/π) arctan[ln(t/τ1)/w].

This is the arctangent law, called the plain law below. At this level of approximation the response maps out the distribution directly: the switched fraction at time t is the fraction of regions with waiting time shorter than t, and its slope with respect to ln t is L(x).

### 1.6 An exact form of the full average

To find what the sharp step has left out, we describe the same event by its random switching time. For a region with waiting time τ write

t_s = τη,

where η is an exponential random variable with unit mean, so that the probability of η > a is exp(−a). This reproduces S(t), because t_s > t means η > t/τ. Taking logarithms,

ln(t_s/τ1) = y + U,  U = ln η.

The probability that U ≤ u is the probability that η ≤ e^u, which is K(u). The density of U is its derivative,

k(u) = dK/du = e^u exp(−e^u).

The variable U does not depend on y. The region has switched by time t if y + U ≤ x, that is, if y ≤ x − U. For a given U this has probability C(x − U). Averaging over U, denoted by angle brackets, gives

p(x) = ⟨C(x − U)⟩ = ∫ k(u) C(x − u) du.

No approximation has been made here. The full response is the plain law smeared and displaced by the randomness of a single event. The sharp step amounts to setting U = 0.

### 1.7 Moments of the event noise

Three averages of U are needed. The first two follow from the generating function

⟨e^(sU)⟩ = ⟨η^s⟩ = ∫ from 0 to ∞ of η^s e^(−η) dη = Γ(1 + s).

The Weierstrass product for the gamma function gives

ln Γ(1 + s) = −γs + Σ [s/n − ln(1 + s/n)],

where the sum runs over n = 1, 2, 3, … and γ = 0.5772 is Euler's constant. For small s, ln(1 + s/n) = s/n − s²/(2n²) + …, so each bracket starts with s²/(2n²). Since Σ 1/n² = π²/6,

ln Γ(1 + s) = −γs + (π²/12)s² + terms of order s³.

The logarithm of a generating function has the expansion s × mean + (s²/2) × variance + …. Comparing coefficients,

⟨U⟩ = −γ,  var U = π²/6 = 1.645.

The mean is negative although ⟨η⟩ = 1. The logarithm is a concave function, so the average of ln η lies below the logarithm of the average, which is zero. On a logarithmic axis a region therefore switches on average before its own waiting time, at the time factor e^(−γ) = 0.5615.

The third average is that of |U|. Because |U| = −U + 2 max(U, 0),

⟨|U|⟩ = γ + 2 ∫ from 1 to ∞ of ln η e^(−η) dη.

Integrating by parts, the boundary term −ln η e^(−η) vanishes at both ends, and what remains is the integral of e^(−η)/η from 1 to ∞. This is the exponential integral E1(1). Hence

⟨|U|⟩ = γ + 2E1(1) = 1.016.

### 1.8 Error bound for the plain law

The slope of C is L, whose largest value is L(0) = 1/(πw). The mean value theorem then gives, for any U,

|C(x − U) − C(x)| ≤ |U|/(πw).

Averaging over U and using the exact form of p,

|p(x) − C(x)| ≤ [γ + 2E1(1)]/(πw).

The bound holds at every time and for every w. It is an absolute error in the switched fraction, hence relative to the full polarization change 2Ps. In decades it reads 0.140/w10. It shows that the largest error of the plain law falls at least as fast as 1/w when w grows; the leading term found in section 1.9 shows that it falls no faster. To guarantee an error below 0.05 in this way one needs w > 1.016/(0.05π) = 6.5, or about 2.8 decades of half-width.

### 1.9 The shifted law

Much of this error can be removed at no cost. The plain law places the step at U = 0, whereas the mean of U is −γ. We therefore define

X = x + γ,  V = U + γ,

so that ⟨V⟩ = 0, ⟨V²⟩ = π²/6 and x − U = X − V. Taylor's theorem with remainder gives

C(X − V) = C(X) − V C′(X) + (1/2)V² C″(ξ),

where ξ lies between X and X − V. The linear term vanishes on averaging. Therefore

|p(x) − C(X)| ≤ (1/2)(π²/6) max|C″|.

The second derivative of C is the slope of the Lorentzian,

C″(y) = L′(y) = −2wy / [π(y² + w²)²].

Its magnitude is largest where y/(y² + w²)² is stationary. Differentiation gives the condition (y² + w²) − 4y² = 0, so y² = w²/3. There y² + w² = 4w²/3, and

max|C″| = (2w²/√3) / [π(16w⁴/9)] = 9/(8√3 πw²) = 3√3/(8πw²).

Multiplication by π²/12 yields

|p(x) − C(x + γ)| ≤ π√3/(32w²) = 0.170/w².

The improved formula is the shifted law,

p(t) ≈ 1/2 + (1/π) arctan{[ln(t/τ1) + γ]/w}.

Its error falls as 1/w². In decades the bound is 0.0321/w10², and an error below 0.05 is now guaranteed for a half-width of about 0.8 decade or more.

The relation between the two laws shows the leading fault of the plain one. Expanding C(x + γ) in γ,

p(x) = C(x) + γL(x) + terms of order 1/w².

To leading order the plain law underestimates the switched fraction, by γL(x). Equivalently, its centre lies at τ1, while the response of a broad distribution is centred near τ1 e^(−γ). If the plain law is fitted to data with a free centre time t_c, the fit absorbs the shift. The shape is then described well, but t_c is not the median waiting time. For a broad distribution the latter is

τ1 ≈ t_c e^γ = 1.78 t_c.

The fitted width is biased as well, because it absorbs the smearing by the single event. Take a least-squares fit of the plain law, with t_c and w free, to the full average over −3w < x < 3w. For w10 = 1 it gives a half-width about 10 % too large and τ1/t_c = 1.74. For w10 = 0.5 it gives a half-width about 34 % too large and τ1/t_c = 1.69. The residuals are only 0.01 and 0.02, so a good fit does not reveal the bias. The factor e^γ also belongs to the memoryless event of section 1.3; section 2.8 gives it for other exponents.

### 1.10 The next term

The Taylor expansion can be taken one order further. Since L(y) is 1/w times a fixed function of y/w, its second derivative is bounded by a constant times 1/w³. The average of |V|³ is finite, because k(u) falls off at least exponentially on both sides. Thus

p(x) = C(X) + (π²/12) C″(X) + terms of order 1/w³,

or, after insertion of C″,

p(x) ≈ C(X) − (π/6) wX/(X² + w²)².

The correction is positive for X < 0 and negative for X > 0. It lowers the slope at the centre and raises the early part of the curve, as expected from smearing. This term explains the signs of the remaining deviations in the worked example. It should not be used for narrow distributions: near the centre it grows as 1/w³ times X, and the expansion in powers of 1/w then has no justification.

## Part 2. Consequences, numbers and use

### 2.1 Symbols and results carried over

A region with waiting time τ switches by time t with probability K = 1 − exp(−t/τ). With y = ln(τ/τ1) and x = ln(t/τ1), the density of y is L(y) = w/[π(y² + w²)], where τ1 is the median waiting time and w = w10 ln 10 is the half-width. The results of Part 1 are

full average: p(x) = ∫ L(y) K(x − y) dy = ⟨C(x − U)⟩,

plain law: C(x) = 1/2 + (1/π) arctan(x/w), with error at most 1.016/(πw),

shifted law: C(x + γ), with error at most 0.170/w².

Here U is the logarithm of a unit exponential variable, with mean −γ = −0.5772 and variance π²/6. The change of polarization is ΔP = 2Ps p.

### 2.2 Times for a given switched fraction

Setting C(x) = q and solving for x gives arctan(x/w) = π(q − 1/2), hence

t_q = τ1 exp{w tan[π(q − 1/2)]}.

The shifted law multiplies every t_q by e^(−γ) and leaves ratios of times unchanged. In both laws the span between 25 % and 75 % is 2w10 decades, because tan(π/4) = 1. The span between 10 % and 90 % is

2w10 tan(0.4π) = 6.155 w10 decades.

The half-width can therefore be read from a measured curve without a fit, provided that the distribution is broad. Applied to the full average, the 25–75 % span overestimates the half-width by 2 % for w10 = 3, 13 % for w10 = 1 and 40 % for w10 = 0.5. The 10–90 % span overestimates it by 0.3 %, 3 % and 14 % for the same widths.

The next term of section 1.10 changes these times slightly. Let X_q = w tan[π(q − 1/2)] be the solution of C(X_q) = q, and let X_q + δ be the corrected solution. To first order in δ,

q = C(X_q) + L(X_q)δ + (π²/12)L′(X_q).

Since C(X_q) = q and L′/L = −2X/(X² + w²),

δ = −(π²/12)L′(X_q)/L(X_q) = (π²/6) X_q/(X_q² + w²).

Quantiles well below the median move to earlier times and those well above it to later times, so the full response is somewhat wider than the arctangent. The median does not move at this order, because X_q = 0 there.

We have derived the arctangent law and its shifted form from a Lorentzian spread of logarithmic waiting times, bounded their errors against the full average, and found the times for a given switched fraction. What remains is to examine the slow tails and the narrow limit, work through a numerical example, treat repeated pulses and fluctuations, and set out the limits of the model.
